# Unsöld's theorem for a finite group, derived in two ways

## Definitions and conventions

Let $G$ be a finite group of $|G|$ rotations or reflections $g$ acting on points $r$. It acts on functions by

$$(P(g)f)(r)=f(g^{-1}r).$$

With this convention $P(h)P(g)=P(hg)$, because $(P(h)P(g)f)(r)=(P(g)f)(h^{-1}r)=f(g^{-1}h^{-1}r)=f((hg)^{-1}r)$.

The inner product is $\langle f|h\rangle=\int f^*h$, taken over all space or over the unit sphere. Rotations and reflections preserve the volume or surface element, so $\langle P(g)f|P(g)h\rangle=\langle f|h\rangle$.

Let $V$ be a $d$-dimensional space of complex functions that every $P(g)$ maps into itself, and let $f_1,\dots,f_d$ be an orthonormal basis of $V$. Each transformed function can be expanded in the basis:

$$P(g)f_i=\sum_j f_j\,D_{ji}(g).\tag{1}$$

The summed index is the first index of $D$. This order makes the matrices multiply like the group elements:

$$P(h)P(g)f_i=\sum_j P(h)f_j\,D_{ji}(g)=\sum_{k}f_k\sum_j D_{kj}(h)D_{ji}(g),$$

so $D(hg)=D(h)D(g)$. The matrices are unitary, since

$$\delta_{ik}=\langle P(g)f_i|P(g)f_k\rangle=\sum_{jl}D_{ji}^*\,\delta_{jl}\,D_{lk}=(D^\dagger D)_{ik}.$$

For square matrices $D^\dagger D=1$ implies $DD^\dagger=1$. It also follows that $D(g^{-1})=D(g)^\dagger$.

The space $V$ carries an irreducible representation (irrep) if it contains no smaller nonzero subspace that all $P(g)$ map into itself. Complex combinations are allowed in this definition. The $f_i$ are then called partners. The quantity of interest is

$$\rho(r)=\sum_{i=1}^d|f_i(r)|^2.\tag{2}$$

The theorem has two parts. First, $\rho(g^{-1}r)=\rho(r)$ for every $g$ in $G$. Second, every orthonormal basis of the same $V$ gives the same $\rho$.

Invariance means that $\rho$ has equal values at points that the group carries into one another. Such a set of points is called an orbit. Nothing is claimed about points on different orbits, so $\rho$ need not be spherical.

## First derivation: the rows of a unitary matrix

Evaluate (1) at the point $r$. The left side is $f_i(g^{-1}r)$, so

$$\rho(g^{-1}r)=\sum_i\Big(\sum_j f_j(r)D_{ji}\Big)\Big(\sum_k f_k(r)D_{ki}\Big)^*
=\sum_{jk}f_j(r)f_k^*(r)\sum_i D_{ji}D_{ki}^*.$$

The inner sum is $(DD^\dagger)_{jk}=\delta_{jk}$, because the rows of a unitary matrix are orthonormal. Hence

$$\rho(g^{-1}r)=\sum_j|f_j(r)|^2=\rho(r).$$

The cross terms $f_jf_k^*$ with $j\ne k$ can appear in the individual transformed squares, whenever $D$ mixes partners, but they cancel in the sum over partners.

For the second part, let $f'_i$ be another orthonormal basis of $V$. Then $f'_i=\sum_j f_jU_{ji}$, and orthonormality of both sets makes $U$ unitary by the argument used for $D$. The same algebra gives

$$\sum_i|f'_i|^2=\sum_{jk}f_jf_k^*(UU^\dagger)_{jk}=\rho.\tag{3}$$

A group operation is, in this respect, one more unitary change of basis in $V$. The two parts of the theorem therefore have the same cause.

## Second derivation: averaging one function

The second route starts from a single function and produces an invariant by averaging. Choose any normalized $f$ in $V$ and define

$$A_f(r)=\frac1{|G|}\sum_{g}|f(g^{-1}r)|^2.\tag{4}$$

This is invariant by construction. Replacing $r$ by $h^{-1}r$ changes $g^{-1}r$ into $g^{-1}h^{-1}r=(hg)^{-1}r$, and $hg$ runs once through the group when $g$ does. The sum is merely reordered. What remains is to show that $A_f=\rho/d$.

Write $f=\sum_i c_if_i$ with $\sum_i|c_i|^2=1$. By (1),

$$P(g)f=\sum_i c_i\sum_j f_jD_{ji}(g)=\sum_j f_j\,(D(g)c)_j,$$

where $c$ is the column of coefficients. Therefore

$$A_f=\sum_{jk}M_{jk}f_jf_k^*,\qquad M=\frac1{|G|}\sum_g D(g)\,cc^\dagger D(g)^\dagger.\tag{5}$$

For any $h$ in the group,

$$D(h)MD(h)^\dagger=\frac1{|G|}\sum_g D(hg)\,cc^\dagger D(hg)^\dagger=M,$$

again by reordering the sum. Multiplication from the right by $D(h)$ gives $D(h)M=MD(h)$.

A matrix that commutes with all matrices of an irrep is a multiple of the unit matrix. This is Schur's lemma, and the proof is short. Every complex square matrix $M$ has an eigenvalue $\lambda$. If $Mv=\lambda v$, then $MD(h)v=D(h)Mv=\lambda D(h)v$, so the eigenspace of $\lambda$ is mapped into itself by every $D(h)$. It is not zero, and irreducibility leaves only the whole space. Thus $M=\lambda 1$.

The trace fixes $\lambda$. Each term in (5) has trace $\mathrm{tr}(Dcc^\dagger D^\dagger)=c^\dagger D^\dagger Dc=c^\dagger c=1$, while $\mathrm{tr}(\lambda1)=d\lambda$. So $\lambda=1/d$ and

$$A_f(r)=\frac{\rho(r)}d.\tag{6}$$

Since $A_f$ is invariant, so is $\rho=d\,A_f$. Definition (4) mentions no basis of $V$, whereas (6) holds with $\rho$ formed from any orthonormal basis. All these bases must therefore give the same $\rho$.

### What this route adds

The calculation did not depend on the special form $cc^\dagger$. For any complex $d\times d$ matrix $W$ let

$$q_W=\sum_{ij}W_{ij}f_if_j^*.$$

Under $r\to g^{-1}r$ its coefficient matrix becomes $DWD^\dagger$, whose group average commutes with every $D(h)$ and has trace $\mathrm{tr}\,W$. Hence

$$\frac1{|G|}\sum_g q_W(g^{-1}r)=\frac{\mathrm{tr}\,W}{d}\,\rho(r).\tag{7}$$

If $q_W$ is already invariant, the left side is $q_W$ itself. Every invariant function of this quadratic form is thus a multiple of $\rho$.

In a mean-field model whose potential has the symmetry $G$, suppose that the $f_i$ are degenerate orbitals with occupations $n_i$. Their density is $q_W$ with $W=\mathrm{diag}(n_i)$. Equal occupations give an invariant density. Unequal occupations may give a density of lower symmetry, and (7) says that its average over the group is the density with the same number of electrons spread equally over the partners. This holds for a potential kept fixed. In a self-consistent calculation the potential is built from the density, so a density of lower symmetry in general lowers the symmetry of the potential and splits the level, and the orbitals are then no longer exact partners.

Unequal weights do not always lower the symmetry. Take a real pair $f_1,f_2$ and form $f_\pm=(f_1\pm if_2)/\sqrt2$. Then

$$|f_\pm|^2=\tfrac12(f_1\pm if_2)(f_1\mp if_2)=\tfrac12(f_1^2+f_2^2)=\tfrac12\rho.$$

Each complex partner alone has an invariant density, as large as (7) requires for $\mathrm{tr}\,W=1$ and $d=2$. Equal weights are sufficient for invariance but not necessary.

## Partners obtained by projection

Partners are often produced from a function $F$ that has no symmetry. Given the unitary matrices of an irrep, fix a column $k$ and set

$$f_i=\frac d{|G|}\sum_g D_{ik}(g)^*\,P(g)F.\tag{8}$$

To see how these functions transform, apply $P(h)$ and put $g'=hg$:

$$P(h)f_i=\frac d{|G|}\sum_{g'}D_{ik}(h^{-1}g')^*P(g')F
=\sum_j D_{ij}(h^{-1})^*f_j=\sum_j f_jD_{ji}(h).$$

The last step uses $D(h^{-1})=D(h)^\dagger$, that is, $D_{ij}(h^{-1})^*=D_{ji}(h)$. This is law (1), and for complex matrices the conjugate in (8) is needed to obtain it; without it the functions would transform with $D^*$.

The functions (8) are not normalized, but they have equal norms. Their overlap matrix $S_{ik}=\langle f_i|f_k\rangle$ satisfies $S=D^\dagger SD$, because the inner product is invariant. Multiplying from the left by $D$ gives $DS=SD$, and Schur's lemma gives $S=s1$. Either $s=0$ and all the functions vanish, or they are orthogonal with the common squared norm $s$. In the second case one common factor normalizes the set, and the theorem applies.

A different column $k$ may give a different space $V$ carrying the same irrep. The theorem does not equate the densities of two such copies. A simple case shows why: if $u(r)$ is an invariant function, the products $uf_i$ obey (1) with the same matrices, yet their summed square is $|u|^2\rho$.

The difference can be seen with the 24 proper rotations of a cube and the seed $F=e^{1.5x-0.9y+2.4z}(1+0.4xy)$ on the unit sphere. Partners were projected with $k=1$ and $k=2$, using irrep matrices in a randomly chosen complex unitary basis, and normalized by numerical quadrature over the sphere. Among 40 random directions, the largest difference between the two densities was 0.09 sr⁻¹ for the two-dimensional irrep $e$ and 0.04 sr⁻¹ for the three-dimensional irrep $t_2$. These two sizes depend on the seed, the random basis and the sampled directions.

## Worked example: d functions in a cube

Let $G$ be the same 24 rotations, and let $(x,y,z)$ be a point on the unit sphere. Densities are per unit solid angle. The five real d functions are

$$f_1=\sqrt{\tfrac5{4\pi}}\,\frac{3z^2-1}2,\qquad f_2=\sqrt{\tfrac5{4\pi}}\,\frac{\sqrt3}2(x^2-y^2),$$

$$f_3,f_4,f_5=\sqrt{\tfrac{15}{4\pi}}\,(yz,\;zx,\;xy).$$

They are orthonormal. Averages over the sphere are $\overline{z^4}=\frac12\int_{-1}^1t^4dt=\frac15$ and, from $1=\overline{(x^2+y^2+z^2)^2}=\frac35+6\,\overline{x^2y^2}$, $\overline{x^2y^2}=\frac1{15}$. The squared norm of $f_1$ is then $5\cdot\frac14(\frac95-2+1)=1$, that of $f_2$ is $5\cdot\frac34(\frac25-\frac2{15})=1$, and that of $f_5$ is $15\cdot\frac1{15}=1$. The overlap of $f_1$ and $f_2$ vanishes because exchanging $x$ and $y$ reverses its sign. The other overlaps vanish because a reversal of one coordinate does the same.

The rotations permute the coordinates and change some signs. They therefore keep the span of $f_1,f_2$ and the span of $f_3,f_4,f_5$ separate. Both spans are irreducible:

- A quarter turn about $z$ keeps $f_1$ and reverses $f_2$. An invariant line in the first span would have to be along one of these, but the threefold rotation that cycles the axes mixes them. This is the irrep $e$.
- Half turns about the axes multiply $f_3,f_4,f_5$ by three different patterns of signs. An invariant subspace must be spanned by some of these functions, and the threefold rotation cycles all three. This is the irrep $t_2$.

### The two densities

Put $a=x^2$, $b=y^2$, $c=z^2$, so $a+b+c=1$, and let $Q=ab+bc+ca$. Since $3c-1=2c-a-b$,

$$\rho_e=\frac5{4\pi}\cdot\frac{(2c-a-b)^2+3(a-b)^2}4
=\frac5{4\pi}\,(a^2+b^2+c^2-Q).$$

From $(a+b+c)^2=1$ follows $a^2+b^2+c^2=1-2Q$. The results are

$$\rho_e=\frac5{4\pi}(1-3Q),\qquad \rho_{t_2}=\frac{15}{4\pi}Q.\tag{9}$$

Both are unchanged by permutations and sign changes of the coordinates. Their sum is $5/4\pi=0.3979$ sr⁻¹ in every direction. In sr⁻¹, the separate densities are:

| direction | $Q$ | $\rho_e$ | $\rho_{t_2}$ |
|---|---|---|---|
| [100] | 0 | 0.3979 | 0 |
| [110] | 1/4 | 0.0995 | 0.2984 |
| [111] | 1/3 | 0 | 0.3979 |
| [123] | 1/4 | 0.0995 | 0.2984 |

The $e$ density is largest along the cube axes and vanishes along the body diagonals; the $t_2$ density does the reverse. The directions [110] and [123] lie on different orbits, so the theorem does not require their densities to agree. They agree because the densities (9) depend on direction through $Q$ alone, and $Q$ happens to be equal there.

The departure from spherical shape has a definite angular momentum. Write

$$\rho_{t_2}=\frac3{4\pi}+\frac{15}{4\pi}\Big(Q-\frac15\Big),\qquad
\rho_e=\frac2{4\pi}-\frac{15}{4\pi}\Big(Q-\frac15\Big).$$

Extended to all space as a polynomial of degree four, the bracket is $x^2y^2+y^2z^2+z^2x^2-\frac15R^4$ with $R^2=x^2+y^2+z^2$. The Laplacian of the first three terms is $4R^2$, and that of $R^4$ is $20R^2$, so the whole polynomial satisfies Laplace's equation. Its angular part is purely $l=4$. A filled $t_2$ or $e$ set of d orbitals with a common radial function thus has a spherical part and an $l=4$ part, but no quadrupole.

### Squares that change and a sum that does not

At [123] the squared coordinates are $(1,4,9)/14$. In units of $\sqrt{5/4\pi}$ the $e$ functions are

$$f_1=\frac12\Big(\frac{27}{14}-1\Big)=\frac{13}{28},\qquad f_2=\frac{\sqrt3}2\Big(\frac{1-4}{14}\Big)=-\frac{3\sqrt3}{28}.$$

The squares are $169/784$ and $27/784$, or 0.0858 and 0.0137 sr⁻¹ after multiplication by $5/4\pi$. At the image [312] the squared coordinates are $(9,1,4)/14$. The functions become $-2/28$ and $8\sqrt3/28$, with squares $4/784$ and $192/784$, or 0.0020 and 0.0974 sr⁻¹. Both sums are $196/784=1/4$, which is 0.0995 sr⁻¹.

Now stay at [123] and turn the basis by 30°:

$$f'_1=\frac{\sqrt3}2f_1+\frac12f_2=\frac{5\sqrt3}{28},\qquad
f'_2=-\frac12f_1+\frac{\sqrt3}2f_2=-\frac{11}{28}.$$

The squares are $75/784$ and $121/784$, or 0.0381 and 0.0614 sr⁻¹, and the sum is again $1/4$. The complex partner $(f_1+if_2)/\sqrt2$ has half of it, 0.0497 sr⁻¹.

## What each derivation assumes

**Unitarity.** Both derivations need it. Replace the $e$ basis by the normalized but non-orthogonal functions $f_1$ and $(f_1+f_2)/\sqrt2$. At [001], in the same units, $f_1=1$ and $f_2=0$, so the summed square is $1+\frac12=\frac32$. At [100], $f_1=-\frac12$ and $f_2=\frac{\sqrt3}2$, so it is $\frac14+\frac18(\sqrt3-1)^2$. The two values are 0.597 and 0.126 sr⁻¹, although a cube rotation connects the directions. Normalizing each function is therefore not enough in general. A non-orthogonal basis does not always spoil invariance, however: with the complex partners $f_\pm$ of a real pair, the normalized functions $\cos\theta\,f_+\pm\sin\theta\,f_-$ have overlap $\cos2\theta$, yet their summed square is $2\cos^2\theta\,|f_+|^2+2\sin^2\theta\,|f_-|^2=\rho$.

**The complete set.** The first derivation needs all partners, since the orthogonality of rows involves the sum over every column. The function $f_1$ alone gives 0.398 sr⁻¹ at [001] and 0.099 sr⁻¹ at [100]. The second derivation can start from this one function, because averaging over the group supplies what the other partner would have contributed.

**Irreducibility.** The first derivation never uses it. Any invariant space with an orthonormal basis has an invariant $\rho$, and the five d functions together are an example. The second derivation uses it in Schur's lemma, and (6) can fail without it. In the five-dimensional d space, the average of $|f_1|^2$ over the cube rotations is $\rho_e/2$, since $f_1$ stays within $e$. Along [111] this is zero, whereas one fifth of the total density is $1/4\pi=0.080$ sr⁻¹. A reducible space can also hold several independent invariant densities, here $\rho_e$ and $\rho_{t_2}$. Irreducibility thus guarantees the uniqueness stated after (7) and plays no part in invariance itself. It is sufficient for uniqueness but not necessary. Under the four rotations about $z$ by multiples of 90°, the span of $x$ and $y$ is reducible, since $x+iy$ and $x-iy$ each span an invariant line. Their squared moduli are equal, however, and the cross terms $(x\pm iy)^2$ change sign under a quarter turn, so every invariant $q_W$ is still a multiple of $\rho$.

**Finiteness.** The first derivation treats one group element at a time, so the size of the group plays no part. The second divides by $|G|$ and reorders a finite sum; for an infinite group it would need an invariant average in place of that sum.

The first derivation therefore covers the full rotation group as well. Functions of angular momentum $l$ on the sphere form a space of dimension $2l+1$ that rotations map into itself, because rotations commute with the angular Laplacian that defines $l$. Any direction can be rotated into any other, so the sphere is a single orbit and $\rho$ is constant on it. Integrating (2) over the sphere gives $4\pi\rho=2l+1$, hence

$$\sum_{m=-l}^{l}|Y_{lm}|^2=\frac{2l+1}{4\pi}.$$

This is Unsöld's theorem for atoms. For $l=2$ it gives the constant $5/4\pi$ found above. When the symmetry is lowered to that of the cube, the algebra is unchanged but the sphere breaks up into many orbits, and the separate densities $\rho_e$ and $\rho_{t_2}$ vary from one orbit to another, in opposite senses, since their sum stays $5/4\pi$.
